# Bruggeman permittivity of silicon with an equal volume of void

## Problem

A film consists of silicon and empty space in equal volumes. At the wavelength of interest the silicon is transparent and has refractive index $n_s=3.87$. The two phases are mixed at random, the mixture is isotropic, and the grains are much smaller than the wavelength. What relative permittivity $\varepsilon$ does the Bruggeman model give the film?

Permittivities written $\varepsilon$ are relative; the absolute permittivity is $\varepsilon_0\varepsilon$. Neither phase is magnetic, so index and permittivity are related by $n^2=\varepsilon$. The two inputs are therefore

$$\varepsilon_v=1,\qquad \varepsilon_s=3.87^2=14.9769 .$$

## Estimate by scaling

Inside grains much smaller than the wavelength, the field obeys the electrostatic equation $\nabla\cdot(\varepsilon_{\rm local}\nabla\phi)=0$. Multiplying both permittivities by the same number leaves $\phi$ unchanged and multiplies the displacement by that number. The permittivity of the mixture must scale in the same way, so it can be written as

$$\varepsilon=\sqrt{\varepsilon_v\varepsilon_s}\;g(L),\qquad L=\ln\frac{\varepsilon_s}{\varepsilon_v},$$

where $g$ depends on the ratio of the permittivities alone.

With equal volumes and phases that enter on the same footing, exchanging the materials changes nothing. The exchange reverses the sign of $L$, so $g(L)=g(-L)$. If the phases are identical, the mixture has their common permittivity, so $g(0)=1$. A smooth even function has no linear term, hence $g=1+O(L^2)$. The first estimate is the geometric mean:

$$\varepsilon\approx\sqrt{1\times14.9769}=3.87 .$$

It equals the index of silicon because the other phase has permittivity 1. Here $L=\ln 14.9769=2.71$, which is not small, so the estimate gives the size of the answer and little more. Symmetry does not say on which side the error lies.

## Solution of the model

**One grain.** The Bruggeman model replaces the surroundings of each grain by a uniform medium with the unknown permittivity $\varepsilon$ of the mixture, and takes the grain to be a sphere. Let the sphere have radius $a$ and permittivity $\varepsilon_i$, and let the field far away be $E_0$. The potentials

$$\phi_{\rm in}=-E_i\,r\cos\theta,\qquad \phi_{\rm out}=-E_0\,r\cos\theta+\frac{B\cos\theta}{r^2}$$

satisfy Laplace's equation in their regions. The term in $B$ is the field of the dipole that the grain adds to its surroundings. Continuity of the potential at $r=a$ gives

$$E_i=E_0-\frac{B}{a^3}.$$

The normal displacement is $-\varepsilon_0\varepsilon_{\rm local}\,\partial\phi/\partial r$. Its continuity gives

$$\varepsilon_iE_i=\varepsilon\left(E_0+\frac{2B}{a^3}\right).$$

Inserting $B/a^3=E_0-E_i$ from the first condition turns the second into $\varepsilon_iE_i=\varepsilon(3E_0-2E_i)$. Therefore

$$E_i=\frac{3\varepsilon}{\varepsilon_i+2\varepsilon}E_0,\qquad \frac{B}{a^3E_0}=1-\frac{3\varepsilon}{\varepsilon_i+2\varepsilon}=\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}.$$

The last quantity is the dipole factor of the grain. It is positive for a grain more polarizable than its surroundings and negative for one less polarizable.

**The average.** The permittivity of the mixture is defined by $\langle D\rangle=\varepsilon_0\varepsilon\langle E\rangle$. With volume fractions $f_i$ that add up to 1, this reads

$$\sum_i f_i\varepsilon_iE_i=\varepsilon\sum_i f_iE_i
\quad\Longrightarrow\quad \sum_i f_i(\varepsilon_i-\varepsilon)E_i=0 .$$

Inserting $E_i$ and dividing by the common factor $3\varepsilon E_0$ gives the Bruggeman condition

$$\sum_i f_i\,\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}=0 .$$

The dipoles cancel on average. Since $E_i/E_0$ is 1 minus the dipole factor, it also follows that $\langle E\rangle=E_0$, so the field assumed around each grain agrees with the mean field.

**The quadratic equation.** For two phases, multiplication by both denominators gives

$$f_v(\varepsilon_v-\varepsilon)(\varepsilon_s+2\varepsilon)+f_s(\varepsilon_s-\varepsilon)(\varepsilon_v+2\varepsilon)=0 .$$

The terms without $\varepsilon$ add up to $\varepsilon_v\varepsilon_s$, and those in $\varepsilon^2$ to $-2\varepsilon^2$, because $f_v+f_s=1$. The coefficient of $\varepsilon$ is

$$b=(2f_v-f_s)\varepsilon_v+(2f_s-f_v)\varepsilon_s=(3f_v-1)\varepsilon_v+(3f_s-1)\varepsilon_s .$$

Thus $2\varepsilon^2-b\varepsilon-\varepsilon_v\varepsilon_s=0$. The product of the roots is $-\varepsilon_v\varepsilon_s/2$, so one root is negative. Two materials with positive permittivity store positive electrostatic energy in any arrangement, which leaves the positive root:

$$\varepsilon=\frac{b+\sqrt{b^2+8\varepsilon_v\varepsilon_s}}{4}.$$

For $f_v=f_s=\tfrac12$, $b=(\varepsilon_v+\varepsilon_s)/2$. Multiplying numerator and denominator by 2 gives

$$\varepsilon=\frac{\varepsilon_v+\varepsilon_s+\sqrt{(\varepsilon_v+\varepsilon_s)^2+32\,\varepsilon_v\varepsilon_s}}{8}.$$

**The numbers.** The sum of the permittivities is 15.9769, and the number under the root is $15.9769^2+32\times14.9769=734.5221$. Hence

$$\varepsilon=\frac{15.9769+27.1021}{8}=5.3849\approx5.385 .$$

The rejected root is $-1.391$. The film index is $\sqrt{5.385}=2.32$, and the absolute permittivity at this optical frequency is $\varepsilon_0\varepsilon=47.7$ pF/m.

To two decimals the permittivity is 5.38. The value 5.39 results if $\varepsilon_s$ is rounded to 15 before it is inserted, or if the already rounded 5.385 is rounded again.

**Check.** The dipole factors are $-0.3726$ for void and $+0.3726$ for silicon, so they cancel at equal volumes. The inner fields are $1.3726\,E_0$ in void and $0.6274\,E_0$ in silicon, with mean $E_0$. The mean displacement divided by $\varepsilon_0E_0$ is

$$\tfrac12(1\times1.3726+14.9769\times0.6274)=5.385,$$

as required. A numerical solution of the electrostatic equation for the grains, with $\varepsilon$ adjusted until the mean dipole vanishes, also gives 5.385.

## Comparison

The geometric mean, 3.87, lies 28% below the Bruggeman value. The solution shows where the difference comes from. Since $\varepsilon_v+\varepsilon_s=2\sqrt{\varepsilon_v\varepsilon_s}\cosh(L/2)$, the scaling function of the model is

$$g=\frac{C+\sqrt{C^2+8}}{4},\qquad C=\cosh\frac L2 .$$

For small $L$, put $C=1+\delta$ with $\delta\approx L^2/8$. Then $\sqrt{C^2+8}\approx\sqrt{9+2\delta}\approx3+\delta/3$, and

$$g\approx1+\frac{\delta}{3}\approx1+\frac{L^2}{24}.$$

With $L=2.71$ the correction is about 0.31, which raises the estimate from 3.87 to about 5.05. The first term that symmetry allows thus supplies most of the difference.

The opposite limit is $\varepsilon_s\gg\varepsilon_v$. The formula then tends to $2\varepsilon_s/8=\varepsilon_s/4$, or 3.74 here. This is also too low, because the product term under the root is $32\,\varepsilon_v\varepsilon_s$, and it can be dropped only if $\varepsilon_s/\varepsilon_v$ is much larger than 32. A ratio of 15 lies between the two limits.

Another simple guess is the volume mean of the permittivities, 7.99, which is 48% above the Bruggeman value. It assumes the same field in both phases. In the model the field in silicon is less than half of that in void, so silicon counts for less than its volume suggests.

The geometric mean does become the model's answer in two dimensions. Take long cylinders with the field across their axes. The outer dipole term is now $B\cos\theta/r$, and the boundary conditions are $E_i=E_0-B/a^2$ and $\varepsilon_iE_i=\varepsilon(E_0+B/a^2)$. Eliminating $E_i$ gives the dipole factor $(\varepsilon_i-\varepsilon)/(\varepsilon_i+\varepsilon)$. At equal volumes,

$$(\varepsilon_v-\varepsilon)(\varepsilon_s+\varepsilon)+(\varepsilon_s-\varepsilon)(\varepsilon_v+\varepsilon)=2(\varepsilon_v\varepsilon_s-\varepsilon^2)=0,$$

so $\varepsilon=\sqrt{\varepsilon_v\varepsilon_s}=3.87$. The move from 5.38 to 3.87 needs the cylinders to be parallel and the field to lie across them; elongated shape alone does not produce it. For cylinders oriented at random in three dimensions, one field direction in three lies along the axis, the condition becomes $\sum_i f_i\left[\frac{\varepsilon_i-\varepsilon}{\varepsilon}+\frac{4(\varepsilon_i-\varepsilon)}{\varepsilon_i+\varepsilon}\right]=0$, and the result is 5.49.

## How far the arrangement matters

Volume fractions do not fix the permittivity of a mixture. Consider a core of permittivity $\varepsilon_c$ in a shell of permittivity $\varepsilon_h$, with the core filling a fraction $f$ of the coated sphere. In the shell the potential is $(-Ar+K/r^2)\cos\theta$. The single-grain result, with the shell as surroundings, gives $K=\beta Aa^3$, where $a$ is the core radius and $\beta=(\varepsilon_c-\varepsilon_h)/(\varepsilon_c+2\varepsilon_h)$. Choose the outer permittivity $\varepsilon$ so that the coated sphere leaves a uniform outer field $E_0$ undisturbed. At the outer surface, where $a^3/r^3=f$, the two continuity conditions are

$$E_0=A(1-f\beta),\qquad \varepsilon E_0=\varepsilon_hA(1+2f\beta),$$

and their ratio is

$$\varepsilon=\varepsilon_h\,\frac{1+2f\beta}{1-f\beta}.$$

Space can be filled with such spheres of many sizes without disturbing the field, so this is the permittivity of a possible mixture. For $f=\tfrac12$, silicon cores in void shells give 3.10, and void cores in silicon shells give 6.70. These are the Hashin–Shtrikman bounds for isotropic mixtures of the two phases at equal volumes; that no such mixture lies outside them is quoted here without proof. Relative to the Bruggeman value they lie 42% below and 24% above. The model describes phases of equal standing, with neither one systematically enclosing the other.

## A real film

A porous silicon film with about half void, measured at 633 nm (1.96 eV), is close to this problem. The index of crystalline silicon there is about 3.9, in line with the given value. The other material inputs below are rough, and each change is taken alone, relative to 5.385.

Porous silicon can be columnar, which breaks the assumption of isotropy. For continuous columns normal to the film, the in-plane permittivity is 3.87 in the two-dimensional model. A field along the columns is continuous across their walls, so the permittivity in that direction is the volume mean, 7.99.

Air exposure matters as well. If grains of radius 5 nm acquire a 1 nm oxide skin of index 1.46 at fixed outer size, the silicon fraction falls to $0.5\times(4/5)^3=0.256$ and oxide takes 0.244. With oxide as a third phase in the Bruggeman condition, the permittivity is 2.73, about half the original value. This treats the oxide as separate grains and ignores its swelling. Oxide takes up about twice the volume of the silicon it consumes, so a real skin of the same thickness grows partly outward into the void and leaves more silicon than assumed here. Because of this neglected swelling, the estimate overstates the drop by up to a factor of about two. With a volume ratio of 2.26, the fractions become 0.367 silicon, 0.302 oxide and 0.331 void, and the three-phase value is 4.15; treating each silicon grain with its skin as one coated sphere gives 3.71. The value 5.38 therefore applies to a film kept free of oxide.

The void fraction must also be well known. A fraction of 0.45 instead of 0.50 raises $\varepsilon$ by 0.86, and 0.55 lowers it by 0.80. An error of 0.01 thus moves the result by about 0.17, far more than the difference between 5.38 and 5.39.

The remaining effects are smaller for these inputs:

- An extinction coefficient of 0.02 in silicon changes the real part by about $-10^{-4}$ and gives the film an extinction coefficient of 0.009.
- The finite grain radius of 5 nm adds 0.04. This follows from requiring the mean forward scattering amplitude of the grains to vanish, with dipole and quadrupole terms kept. Halving the radius reduces the shift by a factor of 4.0.
- Warming by 100 K, at $4\times10^{-4}$ per kelvin, raises the silicon index by 0.04 and $\varepsilon$ by 0.08.
- Quantum confinement in an infinite spherical well costs $\hbar^2\pi^2/(2\mu a^2)=0.10$ eV for a reduced mass $\mu$ of 0.15 electron masses and $a=5$ nm. If the index curve, of slope 0.6 per eV, shifts rigidly by this energy, $\varepsilon$ falls by 0.13. This is a crude estimate, good to about a factor of two. In a single-oscillator model with the same index and slope, raising the resonance by 0.10 eV at fixed oscillator strength lowers $\varepsilon$ by 0.24, while the neglected electron–hole attraction, about 0.04 eV, works the other way.

For such a film the second decimal of 5.38 is a property of the model's arithmetic; arrangement, oxide and void fraction decide how near the film comes to it.

## Table of computed values

```
EXERCISE (relative permittivities, dimensionless)
silicon index                        3.87
void permittivity                    1.0000
silicon permittivity                 14.9769
sum of permittivities                15.9769
number under the square root         734.5221
square root                          27.1021
Bruggeman permittivity               5.3849
same, from numerical grain dipoles   5.3849
rejected root                        -1.3906
result if silicon is rounded to 15   5.3912
film index                           2.3205
absolute permittivity                47.68 pF/m
plain volume mean of permittivity    7.9885
dipole factor, void grain            -0.3726
dipole factor, silicon grain         0.3726
inner field / E0, void grain         1.3726
inner field / E0, silicon grain      0.6274
ROUGH INPUTS FOR THE NEGLECTED EFFECTS
wavelength                           633 nm
photon energy                        1.96 eV
grain radius                         5 nm
silicon extinction coefficient       0.02
oxide index                          1.46
oxide skin                           1 nm
index change with temperature        4e-04 1/K
warming                              100 K
reduced mass                         0.15 electron masses
index slope with photon energy       0.6 1/eV
ARRANGEMENT OF THE PHASES (permittivity)
silicon cores in void shells         3.099
void cores in silicon shells         6.701
columns, in-plane field              3.870
OTHER EFFECTS (shift of real permittivity)
void fraction 0.45                   +0.857
void fraction 0.55                   -0.804
oxidised: silicon fraction left      0.256
oxidised: oxide fraction             0.244
oxidised: permittivity               2.733
oxidised: shift                      -2.652
absorption: shift                    -8.7e-05
absorption: film extinction coeff.   0.0091
finite grain size: shift             +0.0368
size shift, full / half radius       4.00
warming: shift                       +0.085
confinement energy estimate          0.10 eV
confinement: shift                   -0.126
```
